# Muon pair production from electron–positron annihilation at lowest order: a program that tests the result

```python
"""
Result under test, for unpolarized e- e+ -> mu- mu+ through one photon,
in the centre-of-mass frame with lepton masses neglected:
    d sigma/d Omega = alpha^2 (1 + cos^2 theta) / (4 s)
    sigma           = 4 pi alpha^2 / (3 s)
Atomic units: hbar = m_e = e = 4 pi eps0 = 1, c = 1/alpha.
E     : total energy;  s = (E/c)^2 : squared total four-momentum
theta : angle between outgoing mu- and incoming e-
k     : total momentum;  omega = c |k| : photon energy
rho, j: matrix elements of 1 and of the Dirac alpha matrices
beta  : muon speed divided by c (dirac_beta is the Dirac matrix)
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

alpha_fs = const.fine_structure
c = 1.0 / alpha_fs
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_A = const.physical_constants["Bohr radius"][0] / const.angstrom
m_mu = const.physical_constants["muon-electron mass ratio"][0]

# Dirac matrices
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alphas = np.array([np.kron(pauli[0], s_i) for s_i in pauli])
dirac_beta = np.diag([1, 1, -1, -1]).astype(complex)
identity = np.eye(4, dtype=complex)
operators = np.concatenate([identity[None], alphas])
gamma5 = -1j * alphas[0] @ alphas[1] @ alphas[2]
z_axis = np.array([0.0, 0.0, 1.0])


def spinors(p, mass):
    """Negative- and positive-energy unit spinors of momentum p."""
    h = c * np.einsum("i,ijk->jk", p, alphas) + mass * c**2 * dirac_beta
    vectors = np.linalg.eigh(h)[1]
    return vectors[:, :2], vectors[:, 2:]


def annihilation(p_particle, p_anti, mass, projector=identity):
    """(rho, jx, jy, jz) for all spins; creation is the conjugate."""
    u = spinors(p_particle, mass)[1]
    v = spinors(-p_anti, mass)[0]
    return np.einsum("ia,oij,jb->oab", v.conj(), operators @ projector, u)


def contract(a, b):
    return np.einsum("iab,icd->abcd", a, b)


def energy(p, mass):
    return np.sqrt(c**2 * np.dot(p, p) + mass**2 * c**4)


def pair_momenta(k, total_energy, direction, mass):
    """Two momenta with sum k and the given total energy."""
    def excess(q):
        return (energy(k / 2 + q * direction, mass)
                + energy(k / 2 - q * direction, mass) - total_energy)
    q = brentq(excess, 0.0, total_energy / c, rtol=1e-14)
    return k / 2 + q * direction, k / 2 - q * direction


def time_ordered(k, total_energy, je, jm):
    """Transverse and Coulomb parts of V times the transition amplitude."""
    size = np.linalg.norm(k)
    omega = c * size
    unit = k / size
    trial = np.eye(3)[np.argmin(abs(unit))]
    pol1 = np.cross(unit, trial)
    pol1 /= np.linalg.norm(pol1)
    pol2 = np.cross(unit, pol1)
    denominators = (1 / (total_energy - omega)
                    + 1 / (total_energy - (2 * total_energy + omega)))
    transverse = 0
    for pol in (pol1, pol2):
        a = np.einsum("i,iab->ab", pol, jm[1:])
        b = np.einsum("i,iab->ab", pol, je[1:])
        transverse = transverse + np.einsum("ab,cd->abcd", a, b)
    transverse = transverse * 2 * np.pi * c**2 / omega * denominators
    coulomb = 4 * np.pi / size**2 * contract(jm[:1], je[:1])
    return transverse, coulomb


def axis(cos_theta):
    return np.array([np.sqrt(1 - cos_theta**2), 0.0, cos_theta])


def cm_momentum(total_energy, mass):
    return np.sqrt(total_energy**2 / 4 - mass**2 * c**4) / c


def state_density(total_energy, mass):
    """Final states per energy, solid angle and volume."""
    p = cm_momentum(total_energy, mass)
    return p**2 / ((2 * np.pi)**3 * 4 * c**2 * p / total_energy)


def cross_section(total_energy, cos_theta, mass_e=0.0, mass_mu=0.0):
    """Golden rule with numerically diagonalized Dirac spinors."""
    p_in = cm_momentum(total_energy, mass_e)
    p_out = cm_momentum(total_energy, mass_mu) * axis(cos_theta)
    je = annihilation(p_in * z_axis, -p_in * z_axis, mass_e)
    jm = annihilation(p_out, -p_out, mass_mu).conj()
    amp = 4 * np.pi * c**2 / total_energy**2 * contract(jm[1:], je[1:])
    mean_square = np.sum(abs(amp)**2) / 4
    relative_speed = 4 * c**2 * p_in / total_energy
    return (2 * np.pi * mean_square * state_density(total_energy, mass_mu)
            / relative_speed)


nodes, weights = np.polynomial.legendre.leggauss(8)


def integrated(total_energy, limit=1.0, mass_mu=0.0):
    values = [cross_section(total_energy, limit * x, 0.0, mass_mu)
              for x in nodes]
    return 2 * np.pi * limit * np.dot(weights, values)


# Continuity relation and photon exchange at nonzero total momentum
E_test = 5 * m_mu * c**2
k = 0.4 * E_test / c * np.array([0.48, 0.6, 0.64])
out_axis = axis(np.cos(1.0))
p1, p2 = pair_momenta(k, E_test, z_axis, 1.0)
p3, p4 = pair_momenta(k, E_test, out_axis, m_mu)
je = annihilation(p1, p2, 1.0)
jm = annihilation(p3, p4, m_mu).conj()
for current in (je, jm):
    divergence = c * np.einsum("i,iab->ab", k, current[1:])
    assert np.max(abs(current[0])) > 1e-3
    assert np.allclose(current[0], divergence / E_test, atol=1e-10)
trans, coul = time_ordered(k, E_test, je, jm)
covariant = (4 * np.pi * c**2 / (E_test**2 - c**2 * np.dot(k, k))
             * (contract(jm[1:], je[1:]) - contract(jm[:1], je[:1])))
scale = np.max(abs(covariant))
assert np.max(abs(trans + coul - covariant)) < 1e-9 * scale

# Limit of zero total momentum, approached from several directions
zero = np.zeros(3)
p1, p2 = pair_momenta(zero, E_test, z_axis, 1.0)
p3, p4 = pair_momenta(zero, E_test, out_axis, m_mu)
je = annihilation(p1, p2, 1.0)
jm = annihilation(p3, p4, m_mu).conj()
rest_strength = np.sum(abs(4 * np.pi * c**2 / E_test**2
                           * contract(jm[1:], je[1:]))**2)
transverse_only = []
for direction in (np.array([1.0, 0, 0]), z_axis, np.array([0.48, 0.6, 0.64])):
    k = 1e-4 * E_test / c * direction
    p1, p2 = pair_momenta(k, E_test, z_axis, 1.0)
    p3, p4 = pair_momenta(k, E_test, out_axis, m_mu)
    trans, coul = time_ordered(k, E_test, annihilation(p1, p2, 1.0),
                               annihilation(p3, p4, m_mu).conj())
    # the remaining difference is of the order of c|k|/E = 1e-4
    assert abs(np.sum(abs(trans + coul)**2) / rest_strength - 1) < 1e-3
    transverse_only.append(np.sum(abs(trans)**2) / rest_strength)
assert max(transverse_only) - min(transverse_only) > 0.1

# Current tensor, with and without mass
for mass in (0.0, m_mu):
    p = cm_momentum(E_test, mass)
    speed = 2 * c * p / E_test
    j = annihilation(p * out_axis, -p * out_axis, mass)[1:]
    tensor = np.einsum("iab,jab->ij", j, j.conj())
    expected = 2 * (np.eye(3) - speed**2 * np.outer(out_axis, out_axis))
    assert np.allclose(tensor, expected, atol=1e-10)

# Chirality: beam current and angular strengths
projectors = [(identity + gamma5) / 2, (identity - gamma5) / 2]
p = E_test / (2 * c)
for sign, proj in zip((1, -1), projectors):
    j = annihilation(p * z_axis, -p * z_axis, 0.0, proj)
    assert np.max(abs(j[1])) > 0.1
    assert np.allclose(j[2], sign * 1j * j[1], atol=1e-10)
    assert np.allclose(j[0], 0, atol=1e-10)
    assert np.allclose(j[3], 0, atol=1e-10)


def chiral_strengths(cos_theta):
    n = axis(cos_theta)
    table = np.zeros((2, 2))
    for a, proj_e in enumerate(projectors):
        for b, proj_m in enumerate(projectors):
            je_ = annihilation(p * z_axis, -p * z_axis, 0.0, proj_e)
            jm_ = annihilation(p * n, -p * n, 0.0, proj_m).conj()
            table[a, b] = np.sum(abs(contract(jm_[1:], je_[1:]))**2)
    return table


for x in (-0.7, 0.2, 0.5):
    same, opposite = (1 + x)**2, (1 - x)**2
    assert np.allclose(chiral_strengths(x),
                       [[same, opposite], [opposite, same]], atol=1e-10)

# Density of states against a direct count in a periodic box of side 1
n = np.arange(-60, 61)
n_squared = (n[:, None, None]**2 + n[None, :, None]**2
             + n[None, None, :]**2)
counted = np.count_nonzero((n_squared > 40**2) & (n_squared <= 60**2))
low, high = (2 * c * 2 * np.pi * r for r in (40, 60))
predicted = quad(lambda e: 4 * np.pi * e**2 / (8 * c**3 * (2 * np.pi)**3),
                 low, high)[0]
# lattice points near the surfaces of the shell cause the difference
assert abs(counted / predicted - 1) < 2e-3

# Differential law: golden rule and separate covariant trace calculation
E_eV = 5.0e9
E = E_eV / hartree_eV
s = (E / c)**2
metric = np.diag([1.0, -1.0, -1.0, -1.0])
gammas = np.array([dirac_beta] + [dirac_beta @ a for a in alphas])


def trace_cross_section(cos_theta):
    half = np.sqrt(s) / 2
    vectors = [half * np.r_[1.0, d] for d in
               (z_axis, -z_axis, axis(cos_theta), -axis(cos_theta))]
    q1, q2, q3, q4 = [np.einsum("m,mn,nij->ij", v, metric, gammas)
                      for v in vectors]
    electron = np.einsum("ij,mjk,kl,nli->mn", q2, gammas, q1, gammas)
    muon = np.einsum("ij,mjk,kl,nli->mn", q3, gammas, q4, gammas)
    lowered = metric @ muon @ metric
    mean = (4 * np.pi * alpha_fs)**2 / s**2 * np.sum(electron * lowered) / 4
    return mean.real / (64 * np.pi**2 * s)


for x in (-0.9, -0.3, 0.0, 0.5, 1.0):
    formula = alpha_fs**2 * (1 + x**2) / (4 * s)
    assert abs(cross_section(E, x) / formula - 1) < 1e-10
    assert abs(trace_cross_section(x) / formula - 1) < 1e-10

# Total, central fraction and effect of the muon mass
total = integrated(E)
assert abs(total / (4 * np.pi * alpha_fs**2 / (3 * s)) - 1) < 1e-10
central = integrated(E, 0.5) / total
assert abs(central - 13 / 32) < 1e-10
mass_rows = []
for e_eV in (2.5e8, 5.0e8, 1.0e9, E_eV):
    e = e_eV / hartree_eV
    speed = 2 * c * cm_momentum(e, m_mu) / e
    ratio = integrated(e, 1.0, m_mu) / integrated(e)
    assert abs(ratio - speed * (3 - speed**2) / 2) < 1e-10
    mass_rows.append((e_eV, speed, ratio))

# Angular distribution with both lepton masses restored
for e_eV in (2.5e8, E_eV):
    e = e_eV / hartree_eV
    b_e = 2 * c * cm_momentum(e, 1.0) / e
    b_mu = 2 * c * cm_momentum(e, m_mu) / e
    for x in (0.0, 0.5, 1.0):
        ratio = cross_section(e, x, 1.0, m_mu) / cross_section(e, x)
        angular = 3 - b_e**2 - b_mu**2 + (b_e * b_mu * x)**2
        assert abs(ratio - b_mu / b_e * angular / (1 + x**2)) < 1e-10

# Units: conversion through atomic units and through SI constants
total_A2 = total * bohr_A**2
product_eVA = total_A2 * E_eV**2
nb_per_A2 = const.angstrom**2 / 1e-37
product_nb = product_eVA * nb_per_A2 / 1e18
coulomb_eVA = (const.e / (4 * np.pi * const.epsilon_0)) / const.angstrom
hbar_c_eVm = const.hbar * const.c / const.e
product_SI = (4 * np.pi / 3 * alpha_fs**2 * hbar_c_eVm**2 / 1e-37 / 1e18)
assert abs(product_nb / product_SI - 1) < 1e-8
assert abs(product_eVA / (4 * np.pi / 3 * coulomb_eVA**2) - 1) < 1e-8
assert abs(product_nb - 86.8) < 0.1

print(f"fine-structure constant alpha: {alpha_fs:.9f}")
print(f"speed of light c = 1/alpha: {c:.6f} atomic units")
print(f"e^2/(4 pi eps0): {coulomb_eVA:.5f} eV angstrom")
print(f"sigma times E^2: {product_eVA:.3f} eV^2 angstrom^2")
print(f"sigma times E^2, converted: {product_nb:.3f} nb GeV^2")
print(f"same, to three figures: {product_nb:.1f} nb GeV^2")
print(f"example total energy E: {E_eV:.3e} eV")
print(f"example E^2: {E_eV**2:.3e} eV^2")
for degrees in (0, 60, 90):
    x = np.cos(np.radians(degrees))
    value = cross_section(E, x) * bohr_A**2
    print(f"d sigma/d Omega at {degrees} deg: {value:.4e} angstrom^2/sr")
print(f"total cross section: {total_A2:.4e} angstrom^2")
print(f"total cross section, converted: {total_A2 * nb_per_A2:.4f} nb")
print(f"fraction with |cos theta| < 0.5: {central:.5f}")
strengths = chiral_strengths(0.5)
print(f"equal-chirality strength at 60 deg: {strengths[0, 0]:.4f}")
print(f"opposite-chirality strength at 60 deg: {strengths[0, 1]:.4f}")
print(f"spin-averaged strength at 60 deg: {strengths.sum() / 4:.4f}")
for label, value in zip(("x", "z", "oblique"), transverse_only):
    print(f"transverse part only / full, k along {label}: {value:.4f}")
print(f"box states counted: {counted}")
print(f"box states predicted: {predicted:.0f}")
print(f"muon rest energy: {m_mu * c**2 * hartree_eV:.5e} eV")
for e_eV, speed, ratio in mass_rows:
    print(f"E = {e_eV:.2e} eV: muon beta = {speed:.6f}, "
          f"massive/massless total = {ratio:.7f}")
print(f"1 - massive/massless total at example E: {1 - mass_rows[-1][2]:.3e}")
for degrees in (0, 60, 90):
    x = np.cos(np.radians(degrees))
    change = cross_section(E, x, 0.0, m_mu) / cross_section(E, x) - 1
    print(f"massive/massless - 1 at example E, {degrees} deg: {change:.3e}")
print("all tests passed")
```

Printed output:

```
fine-structure constant alpha: 0.007297353
speed of light c = 1/alpha: 137.035999 atomic units
e^2/(4 pi eps0): 14.39965 eV angstrom
sigma times E^2: 868.545 eV^2 angstrom^2
sigma times E^2, converted: 86.854 nb GeV^2
same, to three figures: 86.9 nb GeV^2
example total energy E: 5.000e+09 eV
example E^2: 2.500e+19 eV^2
d sigma/d Omega at 0 deg: 4.1470e-18 angstrom^2/sr
d sigma/d Omega at 60 deg: 2.5919e-18 angstrom^2/sr
d sigma/d Omega at 90 deg: 2.0735e-18 angstrom^2/sr
total cross section: 3.4742e-17 angstrom^2
total cross section, converted: 3.4742 nb
fraction with |cos theta| < 0.5: 0.40625
equal-chirality strength at 60 deg: 2.2500
opposite-chirality strength at 60 deg: 0.2500
spin-averaged strength at 60 deg: 1.2500
transverse part only / full, k along x: 0.7116
transverse part only / full, k along z: 1.0000
transverse part only / full, k along oblique: 0.7435
box states counted: 636328
box states predicted: 636696
muon rest energy: 1.05658e+08 eV
E = 2.50e+08 eV: muon beta = 0.534344, massive/massless total = 0.7252323
E = 5.00e+08 eV: muon beta = 0.906301, massive/massless total = 0.9872420
E = 1.00e+09 eV: muon beta = 0.977418, massive/massless total = 0.9992408
E = 5.00e+09 eV: muon beta = 0.999107, massive/massless total = 0.9999988
1 - massive/massless total at example E: 1.197e-06
massive/massless - 1 at example E, 0 deg: -8.935e-04
massive/massless - 1 at example E, 60 deg: 1.773e-04
massive/massless - 1 at example E, 90 deg: 8.911e-04
all tests passed
```
